# Alloy-Limited Mobility in One Quantum-Well Subband and in Bulk

**Q:** Heating a nondegenerate gas makes its carriers faster. I would therefore expect a mobility limited by alloy disorder to change with temperature, in a quantum well as much as in bulk. Before we argue about that, what scatters the carriers? An alloy is still a crystal.

**A:** Its average is periodic, but the alloy itself is not. Let each alloyed site hold species A with probability $x$ and species B with probability $1-x$, independently of the other sites. The corresponding site potentials are $v_A$ and $v_B$. The average potential $xv_A+(1-x)v_B$, repeated on every site, defines the virtual crystal, whose band has an isotropic effective mass $m$. What remains on a site is

$$
\begin{aligned}
\text{A:}\quad v_A-[xv_A+(1-x)v_B]&=(1-x)(v_A-v_B),\\
\text{B:}\quad v_B-[xv_A+(1-x)v_B]&=-x(v_A-v_B).
\end{aligned}
$$

With $u=v_A-v_B$, the scattering potential is $U(\mathbf R)=\sum_i c_i\,u(\mathbf R-\mathbf R_i)$, where $c_i=1-x$ or $-x$. Its statistics are

$$
\langle c_i\rangle=x(1-x)-(1-x)x=0,
$$

$$
\langle c_i^2\rangle=x(1-x)^2+(1-x)x^2=x(1-x).
$$

For two different sites, independence gives $\langle c_ic_j\rangle=\langle c_i\rangle\langle c_j\rangle=0$. I write the volume integral of $u$ as $\Delta V\,\Omega$, where $\Omega$ is the volume per alloyed site and $\Delta V$ is an energy, the alloy potential difference. In this model $\Delta V$ is a given parameter.

**Q:** A carrier in a well does not see all sites equally. It is rarely near the walls.

**A:** The matrix element contains that weighting. Take the lowest subband, with a real normalized envelope $\zeta(z)$, and in-plane plane waves on an area $A$:

$$
\psi_{\mathbf k}=\frac{1}{\sqrt A}\,\zeta(z)e^{i\mathbf k\cdot\mathbf r}.
$$

Let $\mathbf q=\mathbf k'-\mathbf k$. If $u$ is short-ranged compared with $1/q$ and with the scale on which $\zeta$ varies, the factor $\zeta^2e^{-i\mathbf q\cdot\mathbf r}$ can be taken at the site, and

$$
M_{\mathbf k'\mathbf k}=\frac{\Delta V\,\Omega}{A}\sum_i c_i\,\zeta^2(z_i)e^{-i\mathbf q\cdot\mathbf r_i}.
$$

In the squared modulus, averaged over the disorder, only the terms $i=j$ survive. Their phases cancel:

$$
\langle|M|^2\rangle=\frac{\Delta V^2\Omega^2}{A^2}\,x(1-x)\sum_i\zeta^4(z_i).
$$

Suppose that the whole active region is alloyed. There is one site per volume $\Omega$, so the sum becomes $(A/\Omega)\int\zeta^4dz$. With

$$
G=\Delta V^2\,\Omega\,x(1-x),\qquad F=\int\zeta^4(z)\,dz,
$$

the result is $\langle|M|^2\rangle=GF/A$. It depends neither on the scattering angle nor on the energy.

**Q:** A constant matrix element does not yet give a constant rate. The number of final states may grow with energy.

**A:** That number decides the matter. I use Hartree atomic units, so $\hbar$, the electron mass and the elementary charge are one. I treat the disorder as static, unscreened and weak enough for the lowest-order golden rule. Scattering is then elastic, and without spin flips the final states belong to one spin:

$$
\frac1\tau=2\pi\sum_{\mathbf k'}\frac{GF}{A}\,\delta(E_{k'}-E_k).
$$

Replace the sum by $A/(2\pi)^2\int k'\,dk'\,d\theta$. Here $E$ is measured from the subband edge, so $E=k^2/(2m)$ gives $k'\,dk'=m\,dE'$. The factor $k'$ from the circumference of the ring has been absorbed, and no energy is left over:

$$
\frac1\tau=2\pi\,GF\,\frac{m}{(2\pi)^2}\int_0^{2\pi}d\theta\int_0^\infty dE'\,\delta(E'-E)=mGF.
$$

A faster carrier has a longer ring of final states, but the ring belonging to a given energy interval is thinner in the same proportion.

**Q:** That is the rate of collisions. Mobility depends on how fast momentum is lost, and on an average over carriers.

**A:** Both follow from the linearized Boltzmann equation. Let a field $\mathcal E$ act along $x$ on electrons of charge $-1$, so that $\dot k_x=-\mathcal E$. Write the occupation as $f+g$, where $f(E)$ is the equilibrium Fermi function and $g$ is linear in $\mathcal E$. With $v_x=k_x/m$ and $\partial f/\partial k_x=v_xf'(E)$, the steady state obeys

$$
-\mathcal E\,v_x f'(E)=-\sum_{\mathbf k'}W_{\mathbf k'\mathbf k}\,(g_{\mathbf k}-g_{\mathbf k'}).
$$

The Pauli factors have cancelled because $W$ is symmetric and elastic. Try $g$ proportional to $v_x$ times a function of energy. Since $W$ is isotropic, the incoming term contains the average of $\cos\theta$ over the ring, which is zero. What is left is $-g/\tau$, so the momentum relaxation time equals the collision time, and

$$
g=\mathcal E\,\tau\,v_x f'(E).
$$

The current density is $j=-(2/A)\sum v_xg$, the factor 2 counting spin, and the density is $n=(2/A)\sum f$. Hence

$$
\mu=\frac{j}{n\mathcal E}=\frac{\sum_{\mathbf k}\tau v_x^2(-f')}{\sum_{\mathbf k}f}
=\frac1m\,\frac{\int_0^\infty\tau E\,(-f')\,dE}{\int_0^\infty f\,dE}.
$$

The last form uses the angular average $v_x^2\to v^2/2=E/m$ and the constant density of states, which cancels. Now take the constant $\tau$ outside and integrate by parts:

$$
\int_0^\infty E(-f')\,dE=\big[-Ef\big]_0^\infty+\int_0^\infty f\,dE=\int_0^\infty f\,dE.
$$

The boundary term vanishes at both ends. Therefore

$$
\mu_{2D}=\frac{\tau}{m}=\frac{1}{m^2GF}.
$$

Temperature does not appear, provided that $m$, $\Delta V$, $\Omega$ and $\zeta$ are held fixed.

**Q:** You never used the nondegenerate distribution.

**A:** No, and within this model the result does not need it. The integration by parts holds for any Fermi function, as long as only the lowest subband is occupied. In a degenerate well this requires the chemical potential to stay several $k_BT$ below the second subband. A nondegenerate gas has $f\propto e^{-E/k_BT}$, for which both integrals equal $k_BT$ times the same constant. The degeneracy will matter in bulk.

**Q:** Put numbers in, and tell me what $F$ is for a definite well.

**A:** For an infinitely deep well of width $L$, $\zeta^2=(2/L)\sin^2(\pi z/L)$. With $\sin^4s=(3-4\cos2s+\cos4s)/8$, both cosines integrate to zero across the well, so

$$
F=\frac{4}{L^2}\cdot\frac{3L}{8}=\frac{3}{2L},\qquad \mu_{2D}=\frac{2L}{3m^2G}.
$$

A wider well spreads the carrier over more sites, and their independent fluctuations average out better.

Take round model parameters: $m=0.05$, $\Delta V=0.02$ hartree, $\Omega=343$ bohr³, $x=0.3$ and $L=210$ bohr. Then

$$
G=(0.02)^2(343)(0.3)(0.7)=0.02881\ \text{hartree}^2\,\text{bohr}^3,
$$

$$
F=\frac{1.5}{210}=0.007143\ \text{bohr}^{-1},
$$

$$
\frac1\tau=(0.05)(0.02881)(0.007143)=1.029\times10^{-5}.
$$

This gives $\tau=9.72\times10^4$ and $\mu_{2D}=\tau/0.05=1.94\times10^6$ atomic units, or $8.27\times10^4$ cm²/(V s).

**Q:** Now do the same in bulk. If your argument is right, something must change there.

**A:** The matrix element keeps its character. Plane waves in a volume $V$ weight all $V/\Omega$ sites equally:

$$
\langle|M|^2\rangle=\frac{\Delta V^2\Omega^2}{V^2}\,x(1-x)\,\frac V\Omega=\frac GV.
$$

The final states now lie on a sphere, and $k'^2dk'=mk'\,dE'$ retains one factor of $k'$:

$$
\frac1{\tau_{3D}}=2\pi G\,\frac{4\pi mk}{(2\pi)^3}=\frac{Gmk}{\pi}.
$$

At equal kinetic energy the well rate divided by the bulk rate is $\pi F/k$. Fast carriers in bulk have more states to scatter into and are scattered more often.

For the mobility, $v_x^2\to v^2/3=2E/(3m)$ and the density of states is proportional to $\sqrt E$:

$$
\mu_{3D}=\frac{2}{3m}\,\frac{\int_0^\infty\tau_{3D}E^{3/2}(-f')\,dE}{\int_0^\infty E^{1/2}f\,dE},\qquad
\tau_{3D}=\frac{\pi}{Gm\sqrt{2mE}}.
$$

In the nondegenerate gas $-f'=f/(k_BT)$. Dropping the common prefactor of $f$, the two integrals are

$$
\frac1{k_BT}\int_0^\infty E\,e^{-E/k_BT}dE=k_BT,
$$

$$
\int_0^\infty E^{1/2}e^{-E/k_BT}dE=\frac{\sqrt\pi}{2}(k_BT)^{3/2}.
$$

Consequently

$$
\mu_{3D}=\frac{2}{3m}\cdot\frac{\pi}{Gm\sqrt{2m}}\cdot\frac{2}{\sqrt{\pi k_BT}}
=\frac{2\sqrt{2\pi}}{3m^{5/2}G\sqrt{k_BT}}.
$$

This falls as $T^{-1/2}$. At 300 K, $k_BT=9.50\times10^{-4}$ hartree, and the same alloy parameters give $3.37\times10^6$ atomic units, or $1.43\times10^5$ cm²/(V s). At 75 K the value is $6.73\times10^6$, twice as large, as a fourfold change of temperature requires.

**Q:** So bulk alloy scattering always gives $T^{-1/2}$?

**A:** No, that law belongs to the nondegenerate gas. Let the chemical potential $\eta$ lie far above the band edge. Because $\tau_{3D}E^{3/2}\propto E$, the numerator contains $\int E(-f')dE=\int f\,dE\simeq\eta$, up to exponentially small terms. The Sommerfeld expansion of the denominator gives

$$
\int_0^\infty E^{1/2}f\,dE\simeq\frac23\eta^{3/2}\left[1+\frac{\pi^2}{8}\left(\frac{k_BT}{\eta}\right)^2\right],
$$

and hence

$$
\mu_{3D}\simeq\frac{\tau_{3D}(\eta)}{m}\left[1+\frac{\pi^2}{8}\left(\frac{k_BT}{\eta}\right)^2\right]^{-1}.
$$

Only carriers near one energy respond to the field, so the energy dependence of $\tau_{3D}$ hardly matters. For $\eta=0.0095$ hartree, which is $40k_BT$ at 75 K, numerical integration over $k$ gives $\mu(150\text{ K})/\mu(75\text{ K})=0.998$ at fixed $\eta$. The contrast between well and bulk is thus strongest for nondegenerate gases and fades gradually as the bulk gas becomes degenerate.

**Q:** Your well mobility grows with $L$ without limit. For a wide enough well it must exceed the bulk value, which makes no sense to me.

**A:** The one-subband formula does cross the bulk value, but outside its own range. Dividing the two results gives

$$
\frac{\mu_{2D}}{\mu_{3D}}=L\sqrt{\frac{mk_BT}{2\pi}}.
$$

The subband energies are $E_n=n^2\pi^2/(2mL^2)$, so the lowest spacing is $\Delta=E_2-E_1=3\pi^2/(2mL^2)$. Eliminating $L$,

$$
\left(\frac{\mu_{2D}}{\mu_{3D}}\right)^2=\frac{3\pi}{4}\,\frac{k_BT}{\Delta}.
$$

The ratio reaches one at $\Delta=3\pi k_BT/4\approx2.4\,k_BT$, where the second subband can no longer be ignored. Where $\Delta\gg k_BT$, the well mobility is below that of the nondegenerate bulk. In the example $\Delta=0.00671$ hartree. This is $28k_BT$ at 75 K and $7.1k_BT$ at 300 K, where the mobility ratio is $1.94/3.37=0.58$.

**Q:** Then show me how the temperature dependence comes back.

**A:** Let a carrier pass between subbands $n$ and $n'$. The factor $\zeta^4$ becomes $\zeta_n^2\zeta_{n'}^2$. Writing each $\sin^2$ as $(1-\cos)/2$, the product of the two cosines averages to $1/2$ for $n=n'$ and to zero otherwise:

$$
F_{nn'}=\frac{4}{L^2}\cdot\frac L4\left(1+\frac{\delta_{nn'}}2\right)=\frac1L\left(1+\frac{\delta_{nn'}}2\right).
$$

Now measure the total energy $E$ from the bottom of the well, and let $N(E)$ be the number of subbands with $E_n\le E$. Each open subband offers the same density of final states, and every transition is isotropic in the plane. A carrier in any open subband therefore has the rate

$$
\frac1{\tau(E)}=\frac{mG}{L}\left[N(E)+\frac12\right].
$$

This is a staircase, constant until the next subband opens. I neglect coherence between subbands, which is safe when their spacing is well above $1/\tau$. In the widest well below, the lowest spacing is only comparable with $1/\tau$ at thermal energies, so that row shows the limit of the staircase formula rather than a case well inside this condition. Summing the nondegenerate current and density over subbands gives

$$
\mu=\frac{\sum_n\int_{E_n}^\infty\tau(E)\,(E-E_n)\,e^{-E/k_BT}dE}{m\,k_BT\sum_n\int_{E_n}^\infty e^{-E/k_BT}dE}.
$$

Evaluating the integrals numerically on a fine energy grid, with $G$ and $m$ unchanged, gives these mobilities in $10^6$ atomic units:

| $L$ (bohr) | 150 K | 300 K | exponent of $T$ |
|---|---|---|---|
| 210 | 1.944 | 1.938 | −0.0045 |
| 840 | 4.45 | 3.23 | −0.46 |
| 6720 | 4.73 | 3.35 | −0.497 |

The exponent is $\ln[\mu(300\text{ K})/\mu(150\text{ K})]/\ln2$. The bulk formula gives 4.76 and 3.37 at the two temperatures.

**Q:** Can you account for the small drop in the first row, and for the bulk limit in the last?

**A:** Yes. For the first row, keep two subbands and set $\delta=\Delta/k_BT$. Once the second is open, the lifetime falls from $\tau$ to $(1.5/2.5)\tau=0.6\tau$. Relative to one subband, the numerator loses $0.4(\delta+1)e^{-\delta}$ from fast carriers of the first subband and gains $0.6e^{-\delta}$ from the second. The denominator grows by $e^{-\delta}$. To first order in $e^{-\delta}$,

$$
\frac{\mu}{\mu_{2D}}\simeq1-0.4(\delta+2)e^{-\delta}.
$$

At 300 K, $\delta=7.07$ gives a reduction of 0.3%, as in the table.

For a wide well, define $k=\sqrt{2mE}$. Then $N$ is the integer part of $kL/\pi$. Over one step the discarded fraction averages $1/2$, so $N+1/2$ averages to $kL/\pi$, and the rate becomes $(mG/L)(kL/\pi)=Gmk/\pi$. This is the bulk rate.

**Q:** Which of your other assumptions should worry me?

**A:** The short range of $u$ can be judged from the wave number. At 300 K the thermal value is $k=\sqrt{2mk_BT}\approx0.010$ bohr⁻¹, so backscattering has $q=2k\approx0.02$ bohr⁻¹. For a potential extending over about $\Omega^{1/3}=7$ bohr, $q\,\Omega^{1/3}\approx0.14$. The correction to the rate scales as the square of this number, about 0.02, times a factor set by the shape of the potential. It is small, but it depends on temperature and can be comparable with the 0.3% subband effect found above. The Boltzmann picture also needs $k_BT\tau\gg1$, so that a thermal carrier's energy is well defined between collisions. The example has $k_BT\tau=23$ at 75 K and 92 at 300 K. Level broadening, treated in the self-consistent Born approximation, raises the one-subband mobility by about $1/(2\pi k_BT\tau)$, which is 0.7% at 75 K and 0.2% at 300 K; interference corrections are left out of this estimate. This change with temperature is comparable with the 0.3% subband effect, so the small exponent in the first row of the table belongs to the Boltzmann staircase formula only. The product is proportional to $T$ and reaches one near 3 K, so the nondegenerate calculation should not be carried down to that temperature.

Clustering or ordering of the species would restore the terms $i\ne j$ and could make $\langle|M|^2\rangle$ depend on $q$. Screening that depends on $q$ and $T$ would also spoil the constant rate. So would a nonparabolic band, whose effective mass grows with energy: heating then lowers the well mobility, and this far exceeds the 0.3% subband effect even at ordinary gaps. For a band $E(1+E/E_g)=k^2/(2m)$, with $k$ including the confinement and with the $m$ and $L$ of the example, the one-subband mobility at 300 K lies about 5 to 18% below its low-temperature value for gaps $E_g$ from 1.8 to 0.8 eV. The size depends also on how the matrix element changes with energy, and narrower gaps give more. The strict temperature independence is thus a property of the parabolic model. If the alloy strength varies across the structure, the site sum replaces $GF$ by $\int G(z)\zeta^4(z)\,dz$. For a pure well between alloy barriers, only the part of the envelope that penetrates the barriers contributes.

Finally, this is the mobility limited by alloy disorder alone. Phonons or charged impurities can make the total mobility depend on temperature even when the alloy contribution does not.
